# Silicon z Valleys under Shear Strain in a Two-Band Model

The two lowest conduction bands of silicon touch at the zone-boundary point X on the z axis. The z valleys lie on the lower of these bands, at a distance $k_0$ from X when the crystal is unstrained. This problem asks how a shear $e_{xy}$ changes their energy, position and masses.

The algebra is in atomic units, so masses are in electron masses. The wave vector measured from X is $(k_x,k_y,q)$, with $k_\perp^2=k_x^2+k_y^2$. The shear $e_{xy}$ is the tensor component, half the engineering shear. Spin-orbit coupling is neglected. Terms are kept to second order in wave vector and first order in shear, without their products. Normal strains are set aside until part (g).

## (a) Which Hamiltonian does symmetry allow?

**Question.** Show that the levels at X are doubly degenerate, and find the $2\times2$ Hamiltonian of one such doublet.

**Solution.** Put an atom at the origin. Three symmetry operations of diamond are needed:

- $P$, inversion about the bond centre $\mathbf b=(a/8)(1,1,1)$;
- $S$, the fourfold rotoinversion about the atom, $(x,y,z)\to(y,-x,-z)$;
- $R$, the mirror $x\leftrightarrow y$, which leaves $\mathbf b$ fixed.

Each takes X to itself or to $-$X, which differs from X by a reciprocal lattice vector.

The operation $SPS^{-1}$ is inversion about $S\mathbf b=(a/8)(1,-1,-1)$. It equals $P$ followed by a translation through
$$2(S\mathbf b-\mathbf b)=-\frac a2(0,1,1).$$
On a Bloch state at $\mathbf X=(2\pi/a)(0,0,1)$ this translation gives the phase factor $e^{\pm i\pi}=-1$. Hence $SPS^{-1}=-P$, and $S$ turns an even state into an odd one of the same energy. Every level therefore contains such a pair. Take the pair as the basis. Complex conjugation preserves both energy and parity, so the two functions can be chosen real.

Now sort the perturbations.

1. The momentum $p_z$ is odd under $P$, so it is off-diagonal. Between real functions $p_z=-i\partial_z$ is imaginary. Its matrix is $v\sigma_y$. For some doublets, such as the highest valence doublet at X, $v$ vanishes. For the conduction doublet it does not, and the sign of one function can be chosen to make $v>0$.
2. The operation $S^2$ is a half-turn about z. It commutes with $S$. The operation $PS^2P^{-1}$ equals $S^2$ followed by the translation $(a/2)(1,1,0)$, whose phase factor at X is 1, so on these states $S^2$ also commutes with $P$. It therefore multiplies both states by the same number. Since $p_x$ and $p_y$ change sign under it, their matrices vanish. So do terms in $k_xq$ and $k_yq$.
3. The shear is even under $P$, including the relative displacement of the two sublattices that accompanies it. Its matrix is diagonal. Under $S$, $xy\to-xy$ while the states are exchanged, so the diagonal entries are opposite: $De_{xy}\sigma_z$. Order the states so that $D>0$.
4. Second-order terms in the wave vector are also even under $P$. The operation $S$ makes the $q^2$ coefficients equal and the $k_xk_y$ coefficients opposite. The mirror $R$ makes the $k_x^2$ and $k_y^2$ coefficients equal within each state.

Dropping the constant energy at X gives
$$H=\left(\frac{q^2}{2m}+\frac{k_\perp^2}{2m_t}\right)\mathbf 1+vq\,\sigma_y+\left(De_{xy}-\frac{k_xk_y}{M}\right)\sigma_z .$$
The splitting at X is $2D|e_{xy}|$. The sign in front of $k_xk_y/M$ is a convention until the sign of $M$ is known.

As a test, $p_z$ and the shear perturbation were evaluated in the conduction doublet of an empirical pseudopotential calculation with 92 plane waves. Their anticommutator, relative to the product of their eigenvalues, was $6.5\times10^{-15}$, which is zero to rounding.

## (b) How large is the transverse coupling?

**Question.** Estimate $M$ by letting the doublet couple to one remote doublet, lying lower in energy by $\Delta_r$.

**Solution.** The perturbation $k_xp_x+k_yp_y$ is odd under $P$, so each state couples to the remote state of opposite parity. The mirror $R$ exchanges $p_x$ and $p_y$, so the matrix element is proportional to either $k_x-k_y$ or $k_x+k_y$. Applying $S$ turns one combination into the other, up to a sign. The two states therefore couple through $\alpha(k_x-k_y)$ and $\alpha(k_x+k_y)$, with the same $|\alpha|$.

A lower level pushes the doublet upward. With $A=|\alpha|^2/\Delta_r>0$, second-order perturbation theory gives
$$\varepsilon_\mp=\frac{k_\perp^2}{2}+A(k_x\mp k_y)^2=\left(\frac12+A\right)k_\perp^2\mp2Ak_xk_y .$$
The common part gives $1/m_t=1+2A$ and the opposite part gives $1/|M|=2A$. Thus
$$\frac1{|M|}=\frac1{m_t}-1,\qquad |M|>m_t .$$

Symmetry does not say whether the state raised by positive shear is the one with $-2Ak_xk_y$. The pseudopotential bands decide this. At $e_{xy}=0.5\,\%$ the splitting at $k_x=k_y=0.02(2\pi/a)$ is smaller than at $k_x=-k_y$ of the same size. Hence $M>0$ in $H$.

At zero shear and with the same step from X, the bands give $1/m_t=5.014$ and $1/M=4.155$. A smaller step of $0.005(2\pi/a)$ raises both by 0.03, and a basis of 388 plane waves instead of 92 lowers them by 0.003 and 0.001. The one-doublet estimate is $5.014-1=4.014$, about 3 % below the full value.

## (c) Can the minima leave the z axis?

**Question.** Find the lower band and the condition under which its lowest points have $k_x=k_y=0$.

**Solution.** Let $\delta=De_{xy}$. Since $\sigma_y$ and $\sigma_z$ anticommute, the square of $vq\sigma_y+b\sigma_z$ is $(v^2q^2+b^2)\mathbf 1$. The lower eigenvalue is therefore
$$E=\frac{q^2}{2m}+\frac{k_\perp^2}{2m_t}-\sqrt{v^2q^2+\left(\delta-\frac{k_xk_y}{M}\right)^2}.$$

The root is the length of a plane vector with components $vq$ and $\delta-k_xk_y/M$. By the triangle inequality, changing one component changes the length by no more than that change. Since $|k_xk_y|\le k_\perp^2/2$,
$$E(k_x,k_y,q)\ge E(0,0,q)+\frac{k_\perp^2}{2}\left(\frac1{m_t}-\frac1M\right).$$
For $M>m_t$ the last term is positive whenever $k_\perp\ne0$, so all lowest points lie on the axis.

If instead $M<m_t$, take $\delta>0$ and $k_x=-k_y$. At large $k_\perp$ the energy behaves as $(k_\perp^2/2)(1/m_t-1/M)$ and falls without bound. The axial minima are then not the lowest states of the model.

## (d) Where are the minima, and how low?

**Question.** For every shear, find the position of the minima and their lowering relative to zero shear.

**Solution.** On the axis write $W=\sqrt{v^2q^2+\delta^2}$. Then
$$E=\frac{q^2}{2m}-W,\qquad \frac{dE}{dq}=q\left(\frac1m-\frac{v^2}{W}\right).$$
A stationary point has $q=0$ or $W=mv^2$. At zero shear $W=v|q|$, so the second condition gives $|q|=mv$. This is the unstrained distance, hence $v=k_0/m$. Define
$$\delta_c=mv^2=\frac{k_0^2}{m},\qquad \eta=\frac{\delta}{\delta_c}.$$

**Below critical shear, $|\eta|<1$.** The condition $W=\delta_c$ reads $v^2q^2=\delta_c^2-\delta^2$. Since $\delta_c/v=k_0$,
$$q_{\min}=\pm k_0\sqrt{1-\eta^2}.$$
For $0<q<|q_{\min}|$ we have $W<\delta_c$ and the slope is negative; beyond $|q_{\min}|$ it is positive. These points are therefore minima, and $q=0$ is a maximum along the axis. Using $k_0^2/m=\delta_c$,
$$E_{\min}=\frac{\delta_c}{2}(1-\eta^2)-\delta_c=-\frac{\delta_c}{2}-\frac{\delta_c\eta^2}{2}.$$
The first term is the unstrained energy. The lowering is
$$L=\frac{\delta_c\eta^2}{2}=\frac{mD^2e_{xy}^2}{2k_0^2}.$$
In this model it has no higher-order correction below critical shear.

**Above critical shear, $|\eta|>1$.** Now $W\ge|\delta|>\delta_c$ everywhere, so the slope is positive for every $q>0$. The single minimum is at X, where $E=-|\delta|$ and
$$L=|\delta|-\frac{\delta_c}{2}=\delta_c\left(|\eta|-\frac12\right).$$

The minima meet at
$$|e_{xy}|_c=\frac{k_0^2}{mD}.$$
Both expressions for $L$ give $\delta_c/2$ there. For positive shear their slopes in $\delta$, which are $\eta$ and 1, also agree, while the second derivative falls from $1/\delta_c$ to zero. The quadratic law thus joins smoothly to a linear one.

The minimum on the far side of X is the $-z$ valley, shifted by a reciprocal lattice vector. Merging therefore turns two valleys into one.

## (e) What happens to the masses and the barrier?

**Question.** Find the masses at the minima, the band shape at critical shear, and the barrier between the two approaching minima.

**Solution.** Differentiating the slope once more,
$$\frac{d^2E}{dq^2}=\frac1m-\frac{v^2}{W}+\frac{v^4q^2}{W^3}=\frac1m-\frac{v^2\delta^2}{W^3},$$
because $W^2-v^2q^2=\delta^2$. Below critical shear $W=\delta_c$ and $v^2/\delta_c=1/m$; above it $q=0$ and $W=|\delta|$. The longitudinal mass $m_l$ follows:
$$\frac1{m_l}=\frac{1-\eta^2}{m}\quad(|\eta|<1),\qquad \frac1{m_l}=\frac1m\left(1-\frac1{|\eta|}\right)\quad(|\eta|>1).$$
It diverges from both sides. At $|\eta|=1$ we have $W=\delta_c\sqrt{1+q^2/k_0^2}$, and expanding the root gives
$$E=\frac{q^2}{2m}-\delta_c\left(1+\frac{q^2}{2k_0^2}-\frac{q^4}{8k_0^4}+\dots\right)=-\delta_c+\frac{q^4}{8mk_0^2}+\dots$$
The quadratic terms cancel. The band is quartic along z, and an effective mass no longer describes it.

For transverse motion, expand the root to first order in $k_xk_y$:
$$\Delta E=\frac{k_\perp^2}{2m_t}+\frac{\delta}{W}\frac{k_xk_y}{M}.$$
Along $[110]$, $k_xk_y=k_\perp^2/2$; along $[1\bar10]$ it is $-k_\perp^2/2$. Below critical shear $\delta/W=\eta$, so
$$\frac1{m_{110}}=\frac1{m_t}+\frac{\eta}{M},\qquad \frac1{m_{1\bar10}}=\frac1{m_t}-\frac{\eta}{M}.$$
Above it $\eta$ is replaced by its sign, and in this model the transverse masses stop changing. At small shear they change linearly, while the energy, position and longitudinal mass change quadratically.

The barrier at X, for $|\eta|<1$, is
$$B=-|\delta|-E_{\min}=\frac{\delta_c}{2}\left(1-2|\eta|+\eta^2\right)=\frac{\delta_c}{2}(1-|\eta|)^2.$$

## (f) Silicon at a shear of 0.5 %

**Question.** Evaluate the results for $k_0=0.15(2\pi/a)$, $a=5.43$ Å, $m=0.92$, $m_t=0.19$ and $D=14$ eV, which are rough typical values for silicon. Take $M$ from part (b).

**Solution.** These inputs give $k_0=0.1736$ Å$^{-1}$ and $\delta_c=0.2495$ eV. The critical shear is $0.2495/14=1.78\,\%$, where the lowering is 0.125 eV.

At $e_{xy}=0.5\,\%$, $\delta=14\times0.005=0.070$ eV and $\eta=0.070/0.2495=0.2805$. Then
$$L=\frac{0.2495\times0.2805^2}{2}=0.0098\ \text{eV},$$
$$|q_{\min}|=0.1736\sqrt{1-0.2805^2}=0.1666\ \text{Å}^{-1}.$$
The minimum has moved toward X by only 4 % of $k_0$. The longitudinal mass is $0.92/(1-0.2805^2)=1.00$.

For the transverse masses, $1/M=1/0.19-1=4.263$, so
$$\frac1{m_{110}}=5.263+0.2805\times4.263=6.459,\qquad m_{110}=0.155.$$
The minus sign gives $m_{1\bar10}=0.246$. The mass along $[110]$ has fallen by about 19 % of its unstrained value.

Larger shears give:

| $e_{xy}$ (%) | $\lvert q_{\min}\rvert/k_0$ | $L$ (eV) | $m_l$ |
|---|---|---|---|
| 1.0 | 0.828 | 0.039 | 1.34 |
| 1.5 | 0.540 | 0.088 | 3.15 |
| 2.5 | 0 | 0.225 | 3.20 |

The last row lies beyond merging. Continuing the quadratic law to it would give 0.245 eV, which is too large. The similar masses in the last two rows lie on opposite sides of the divergence.

## (g) How far does the model reach in a real channel?

**Question.** Suppose the 0.5 % shear comes from uniaxial tension along $[110]$. Size the accompanying normal strain, the thermal energy at 300 K, and the effect of remote bands.

**Solution.** Tension $\sigma$ along $[110]$ has $\sigma_{xx}=\sigma_{yy}=\sigma_{xy}=\sigma/2$ and $\sigma_{zz}=0$. Hooke's law gives $e_{xy}=\sigma_{xy}/(2c_{44})=\sigma/(4c_{44})$. With the rough value $c_{44}=80$ GPa, the example needs $\sigma=4\times80\times0.005=1.6$ GPa. Stresses of order 1 GPa are relevant to strained silicon transistors. Linear elasticity converts the critical shear of part (f) to 5.7 GPa, far above the example. This figure ignores the effect of the normal strains on the merging point. In the pseudopotential bands described below, including them raises the merging stress by roughly 15 to 40 %, depending on how the form factors are interpolated and whether they are scaled with the inverse cell volume.

**Normal strain.** Subtracting the Hooke relations for $\sigma_{zz}$ and $\sigma_{xx}$ gives $(c_{11}-c_{12})(e_{zz}-e_{xx})=-\sigma/2$. With $c_{11}-c_{12}=100$ GPa, the strain difference is $-0.8\,\%$. It shifts the z valleys relative to the x and y valleys by $\Xi_u(e_{zz}-e_{xx})$, where $\Xi_u$ is the uniaxial deformation potential. For a rough $\Xi_u=9$ eV this is $-0.072$ eV, about seven times the shear lowering. Pure shear is thus a poor assumption for the valley energies in such a channel. At this stress the normal strain dominates the valley splitting, while in this model the shear makes the transverse masses unequal.

**Temperature.** At 300 K, $kT=0.0259$ eV. The barrier at X is 0.125 eV without strain and 0.065 eV in the example, or $2.5\,kT$. Setting $B=kT$ gives
$$|\eta|=1-\sqrt{\frac{2kT}{\delta_c}}=0.545,\qquad |e_{xy}|=0.97\,\%.$$
This is not a sharp threshold. In a three-dimensional Boltzmann average over the lower band of the model, about 6 % of the electrons at this shear have a wave number $q$ whose axial energy $E(0,0,q)$ lies above the barrier top, and about 19 % at a shear of 1.4 %. This counts only states on the outer flanks of the two valleys. The share whose total energy, transverse motion included, lies above the saddle at X is much larger: about 20 % at a shear of 0.5 %, 60 % at 0.97 % and 90 % at 1.4 %. The mass at the bottom of a valley becomes inaccurate earlier. At 0.5 % the thermal average of $d^2E/dq^2$ is about $0.73/m$, against $0.92/m$ at the minimum.

**Remote bands.** The pseudopotential calculation is local and empirical, with form factors $-0.21$, 0.04 and 0.08 Ry at $|\mathbf G|^2=3$, 8 and 11 in units of $(2\pi/a)^2$. They are interpolated for the sheared lattice, and the internal-strain parameter is 0.5. This is a model of silicon, not a substitute for experiment, and its $D$ depends strongly on the interpolation. Changing only the rough end value at $|\mathbf G|^2=0$ from $-0.6$ to $-0.3$ Ry raises $D$ from 15.0 to 18.2 eV and lowers the critical shear of the full bands from 1.58 % to 1.31 %. Changing only the internal-strain parameter from 0.5 to 0 or to 1 gives $D=11.7$ or 18.2 eV. The digits below therefore serve to compare the two-band formula with the full bands of one fixed model, not to predict the critical shear of real silicon.

Its bands at X give $m=0.809$, $mv=0.1405(2\pi/a)$ and $D=15.0$ eV. From these the two-band formula predicts a critical shear of 1.66 %. The full bands merge at 1.58 %, so the two-band value is 5 % too high relative to them. With 388 plane waves instead of 92, $mv$ becomes $0.1410(2\pi/a)$ and the two critical shears become 1.67 % and 1.59 %; the 5 % difference remains.

At half the full critical shear, the distance from X is 0.874 of its unstrained value. The two-band ratio at half its own critical shear is 0.866. The corresponding lowerings are 0.024 eV and 0.031 eV, so the energy is reproduced less well than the position. Part of this gap arises because the two critical shears differ. At the same shear, $\eta=0.791/1.663=0.476$ and the two-band lowering is 0.028 eV, still about 15 % above the full result. This figure depends on the zero of energy. The mean of the doublet at X, a constant in the two-band model, rises by 0.0015 eV at this shear through terms of second order in the shear. Measured from that mean, the full lowering is 0.026 eV and the two-band value is about 9 % above it. The causes of what then remains are not separated here. The transverse masses are affected too: at 0.5 % shear the mass along $[110]$ falls by 16 % in the full bands, against 20 % from the two-band formula with the parameters of these bands at X and 19 % with the inputs of part (f).

Confinement of the electrons by a gate is not included in any of these estimates. The numerical output below gives most of the values to more digits.

## Table of computed values

```
INPUT (rough typical silicon values)
lattice constant a = 5.43 angstrom
k0 = 0.15 (2 pi/a) = 0.1736 1/angstrom
m = 0.92, mt = 0.19, M = 0.2346 electron masses
D = 14.0 eV
MODEL
delta_c = k0^2/m = 0.2495 eV
unstrained band gap at q = k0: 0.4990 eV
critical tensor shear = 1.782 %
lowering at critical shear = 0.1248 eV
EXAMPLE
e_xy = 0.50 %, delta = 0.0700 eV, eta = 0.2805
valley lowering = 0.00982 eV
minimum at q = 0.1666 1/angstrom = 0.9598 k0
masses along z, [110], [1-10] = 0.9986, 0.1548, 0.2459 electron masses
TABLE: e_xy (%), eta, q_min/k0, lowering (eV), mass along z (m_e)
0.5  0.2805  0.9598  0.00982  0.999
1.0  0.5611  0.8278  0.03928  1.343
1.5  0.8416  0.5401  0.08837  3.154
2.5  1.4027  0.0000  0.22524  3.205
NEGLECTED EFFECTS
rough stiffness c11, c12, c44 = 165, 65, 80 GPa
[110] stress for the example = 1.60 GPa
[110] stress for critical shear, linear elasticity = 5.70 GPa
normal strains e_xx, e_zz = 0.447, -0.353 %
rough Xi_u = 9.0 eV; z minus x valley energy from normal strain = -0.0720 eV
kT at 300 K = 0.02585 eV
barrier at X, unstrained = 0.1248 eV
barrier at X, example = 0.0646 eV
shear at which barrier = kT: 0.971 %
PSEUDOPOTENTIAL BANDS (local, no spin-orbit coupling)
plane waves = 92, internal-strain parameter = 0.5
relative anticommutator of p_z and shear at X = 6.5e-15
D = 14.98 eV, m at X = 0.809 electron masses
m v at X = 0.1405 (2 pi/a)
actual minimum at q = 0.1458 (2 pi/a)
1/mt at X = 5.014, 1/M = 4.155 per electron mass
critical shear, full bands = 1.582 %
critical shear, m v^2/D = 1.663 %
half critical shear: q_min/q_min(0) = 0.8735, two-band 0.8660
half critical shear: lowering = 0.0244 eV, two-band 0.0311 eV
```
